# Cheung's Differential-Voltage Plot for a Diode with Series Resistance, part 1

(Sections cited here and not found follow in the second part.)

## First half: the current law and its two straight lines

**Q.** You want the barrier of a metal contact on an n-type semiconductor from its forward current. Why not plot $\ln I$ against voltage, draw a line, and read off the slope and the intercept?

**A.** Because the voltage on the meter is not the voltage on the junction. The current also passes through the semiconductor bulk, the back contact and the leads. Let these act as one constant resistance $R$ in series with the junction. If $V$ is the applied forward voltage and $U$ the part that falls across the junction, then

$$V=U+RI .$$

The exponential law of the diode holds in $U$, and $U$ is not measured. At small current the difference is slight, but at large current the plot of $\ln I$ against $V$ bends over, and a line through the bent part has neither the slope nor the intercept of the diode.

**Q.** Then use the small currents.

**A.** That works if several decades of current lie between the region where reverse flow matters and the region where $RI$ matters. If they do not, the resistance has to be treated as an unknown and extracted with the rest. For that we need the diode law itself.

**Q.** Derive it, then. I don't want an "ideality factor" put in by hand without knowing what it stands for.

**A.** I use atomic units in the algebra, $e=\hbar=m_e=1$, so a voltage is also the energy an electron gains in crossing it. Let $\tau$ be the thermal energy, that is, Boltzmann's constant times the temperature. Let $S$ be the contact area and $m$ the effective mass of one isotropic conduction valley with two spin states.

Take first the one-way flow of electrons over a barrier whose top lies an energy $b$ above the Fermi level of the side they come from. Assume that each electron which reaches the top with velocity towards the other side crosses, and that the electrons arrive with the equilibrium distribution of their own side. A state with wave vector $\mathbf k$ at the top has energy $b+k^2/2m$ above that Fermi level and normal velocity $k_x/m$. The number of states per unit volume is $2\,d^3k/(2\pi)^3$, so

$$I(b)=S\,\frac{2}{(2\pi)^3}\int_{k_x>0}d^3k\;\frac{k_x}{m}\;\frac{1}{e^{(b+k^2/2m)/\tau}+1}.$$

**Q.** The usual result has a plain exponential in it. This has a Fermi function.

**A.** Write the Fermi function as $e^{-x}/(1+e^{-x})$ with $x=(b+k^2/2m)/\tau$. Replacing it by $e^{-x}$ makes it too large by the relative amount $e^{-x}$, which is at most $e^{-b/\tau}$. For $b\gg\tau$ this is negligible, and the integral separates. With $q$ for the wave number parallel to the contact, the two factors are

$$\int_0^\infty dk_x\,\frac{k_x}{m}\,e^{-k_x^2/2m\tau}=\tau,\qquad \int_0^\infty 2\pi q\,dq\;e^{-q^2/2m\tau}=2\pi m\tau .$$

In the first, $k_x\,dk_x/m$ is the differential of the normal kinetic energy, so the integral is that of $e^{-E/\tau}$ over $E$ from zero. In the second, $q\,dq=m\,dE$. The numerical prefactor is $2/(8\pi^3)\times 2\pi=1/(2\pi^2)$, and therefore

$$I(b)=I_R\,e^{-b/\tau},\qquad I_R=\frac{S\,m\,\tau^2}{2\pi^2}.$$

I call $I_R$ the Richardson current. It is the flow that the exponential law would give for zero barrier. It serves as a scale, since the law is not valid there.

**Q.** That is one direction. A diode at zero voltage carries no current.

**A.** So subtract the reverse flow. In forward bias the semiconductor is negative with respect to the metal, and its Fermi level for electrons stands higher by $U$. Let $b_m$ be the barrier top measured from the metal's Fermi level. Measured from the semiconductor's Fermi level, the same top is at

$$b_s=b_m-U .$$

The flow from the semiconductor is $I(b_s)$. The flow from the metal is $I(b_m)$ with the same $I_R$, because it fills the same states at the top, and because the two flows must cancel at $U=0$. Counting forward current as positive,

$$I=I_R\left(e^{-b_s/\tau}-e^{-b_m/\tau}\right).$$

**Q.** And the ideality factor?

**A.** It enters if the barrier itself depends on voltage. Take the simplest dependence, a linear one, and name its coefficient so that the final law looks familiar:

$$b_m=\phi+\left(1-\frac1n\right)U .$$

Here $\phi$ is the barrier at zero bias and $n$ is a constant. For $n>1$ the barrier grows in forward bias. The semiconductor side then sees

$$b_s=\phi+U-\frac Un-U=\phi-\frac Un ,$$

so only the fraction $1/n$ of the junction voltage lowers the barrier for the forward flow. Insert both barriers:

$$I=I_R e^{-\phi/\tau}\left(e^{U/n\tau}-e^{U/n\tau}e^{-U/\tau}\right).$$

With $I_s=I_Re^{-\phi/\tau}$ for the saturation current this is

$$I=I_s\,e^{U/n\tau}\left(1-e^{-U/\tau}\right).$$

**Q.** I have also seen $I=I_s(e^{U/n\tau}-1)$. Which is right?

**A.** Within the model just stated, the one with the bracket $1-e^{-U/\tau}$. The two coincide for $n=1$, and for any $n$ they have the same limit $I_se^{U/n\tau}$ when $U\gg\tau$ and $U\gg n\tau$. They differ near zero bias, where mine gives $I\approx I_sU/\tau$ and the other $I_sU/n\tau$. The analysis that follows uses the common limit, so the choice affects the size of the corrections and not the straight lines.

**Q.** You still have the unknown $U$ in the exponent. How do you get rid of it?

**A.** By asking how the applied voltage changes with $\ln I$. Define

$$D=\frac{dV}{d\ln I}.$$

From $V=U+RI$, and because $dI/d\ln I=I$,

$$D=\frac{dU}{d\ln I}+RI .$$

The resistor has turned into a term linear in the current. For the junction, differentiate the logarithm of the diode law,

$$\ln I=\ln I_s+\frac{U}{n\tau}+\ln\left(1-e^{-U/\tau}\right),$$

with respect to $U$:

$$\frac{d\ln I}{dU}=\frac{1}{n\tau}+\frac1\tau\,\frac{e^{-U/\tau}}{1-e^{-U/\tau}}
=\frac{1}{n\tau}\left[1+\frac{n}{e^{U/\tau}-1}\right].$$

The last step multiplies numerator and denominator of the second term by $e^{U/\tau}$ and takes out $1/n\tau$. The derivative is positive for $U>0$, so it may be inverted:

$$D=RI+\frac{n\tau}{1+n/(e^{U/\tau}-1)} .$$

For $U\gg\tau$ the denominator goes to one, and

$$D=n\tau+RI .$$

Plotted against $I$, this is a straight line of slope $R$ and intercept $n\tau$. If the temperature is known, the intercept gives $n$.

**Q.** "Much larger" is elastic. How much larger?

**A.** The diode part falls short of $n\tau$ by the relative amount

$$1-\frac{1}{1+n/(e^{U/\tau}-1)}=\frac{n}{e^{U/\tau}-1+n}.$$

For $n=1.1$ and $U=3\tau$ this is $1.1/20.19$, or 5.4 per cent. At $U=5\tau$ it is 0.7 per cent. I have checked the full formula numerically by solving the circuit at neighbouring voltages and taking the difference quotient, with currents from the Fermi-function integral. The ratio of the diode part to $n\tau$ comes out as follows.

| $U/\tau$ | $(D-RI)/n\tau$ |
|---|---|
| 0.1 | 0.087 |
| 1 | 0.610 |
| 3 | 0.946 |
| 5 | 0.993 |
| 17 | 1.000 |

**Q.** That table troubles me. The intercept is the value at zero current. But at zero current the junction voltage is zero, and your table says that $D$ is then nowhere near $n\tau$.

**A.** The intercept is not a measured value at zero current. It is where the line from the region $U\gg\tau$ arrives when it is extended to $I=0$. The measured $D$ leaves that line on the way. For $U\ll\tau$ one has $e^{U/\tau}-1\approx U/\tau$, so the diode part becomes

$$\frac{n\tau}{1+n\tau/U}=\frac{n\tau\,U}{U+n\tau}\approx U ,$$

and $D\approx U+RI=V$. This is what any ohmic element gives: if $I$ is proportional to $V$, then $dV/d\ln I=V$. So $D$ goes to zero at the origin, and points taken at low bias pull the fitted intercept down. They have to be left out of the fit.

**Q.** Suppose I leave them out. I have $n$ and $R$, but the barrier has vanished. There is no $\phi$ in $D$.

**A.** It was lost in the differentiation, because $\phi$ sits in the additive constant $\ln I_s$. To get it back, use the logarithm without differentiating. Divide the diode law by $I_R$ and take the logarithm:

$$\ln\frac{I}{I_R}=-\frac\phi\tau+\frac{U}{n\tau}+\ln\left(1-e^{-U/\tau}\right).$$

Multiply by $n\tau$ and solve for $U$:

$$U=n\tau\ln\frac{I}{I_R}+n\phi-n\tau\ln\left(1-e^{-U/\tau}\right).$$

Now put $U=V-RI$ and collect on the left what can be computed from the data once $n$ is known:

$$H\equiv V-n\tau\ln\frac{I}{I_R}=RI+n\phi-n\tau\ln\left(1-e^{-U/\tau}\right).$$

For $U\gg\tau$ the last term vanishes, and

$$H=n\phi+RI .$$

This is a second straight line in $I$, again of slope $R$. Its intercept is $n\phi$, so it must be divided by $n$ to give the barrier.

**Q.** Where does that factor come from? A barrier is a barrier.

**A.** From the way $H$ is scaled. The current depends on $\phi$ through $e^{-\phi/\tau}$ and on voltage through $e^{U/n\tau}$. A change of barrier by one unit is compensated by a change of junction voltage by $n$ units. Since $H$ is expressed as a voltage, the barrier appears in it multiplied by $n$.

**Q.** And does $H$ also leave its line near the origin?

**A.** Yes, in the other direction. As $U\to0$ the correction behaves as $-n\tau\ln(U/\tau)$ and grows without bound. For a diode with $n=1.1$, $\tau=0.025$ eV and $\phi=0.70$ eV, the line has $H-RI=0.770$ eV. The numerical value is 0.835 eV at $U=0.1\tau$, 0.783 eV at $\tau$, and 0.770 eV at $5\tau$. With the correct $n$ in $H$, low-bias points therefore push the second intercept up, while they pull the first one down. If $n$ is itself taken from a first plot that includes such points, it comes out too small. Since $\ln(I/I_R)$ is negative, this lowers $H$, and the second intercept may then end up too low instead. The barrier, which is that intercept divided by the too small $n$, can still come out too high.

**Q.** Is there an upper end to the useful range as well?

**A.** There is. The exponential emission law needs $b_s=\phi-U/n\gg\tau$, or the Fermi function may not be simplified. The window is thus

$$\tau\ll U,\qquad \tau\ll\phi-\frac Un .$$

In a real semiconductor the junction must also stay below flat band, because beyond it there is no barrier left at the contact. This requires $b_s$ to exceed the distance from the bulk Fermi level up to the band edge. At light doping that distance is many $\tau$, and it then bounds the window from above. Light doping also weakens the field in the depletion layer. Drift and diffusion may then bring electrons to the top more slowly than emission removes them, and the assumption of an equilibrium distribution at the top fails before flat band is reached. If $\phi$ is just a few $\tau$, the two conditions leave no room between them and the method has no region of validity. Inside the window there is a further, practical demand: $RI$ must vary enough for a slope to be seen, yet not be so large that $n\tau$ becomes a small remainder of $D$.

## Second half: from data to ideality factor, barrier and resistance

**Q.** Before we turn to data, restate what you are carrying over.

**A.** $V$ is the applied voltage, $U=V-RI$ the junction voltage, $R$ a constant series resistance, $\tau$ the thermal energy, $\phi$ the zero-bias barrier, and $n$ the ideality factor. The barrier seen from the metal is $\phi+(1-1/n)U$, and from the semiconductor $b_s=\phi-U/n$. With area $S$ and effective mass $m$, the Richardson current is $I_R=Sm\tau^2/2\pi^2$ in atomic units. For $U\gg\tau$ and $b_s\gg\tau$, and below flat band,

$$D=\frac{dV}{d\ln I}=n\tau+RI,\qquad H=V-n\tau\ln\frac{I}{I_R}=n\phi+RI .$$

**Q.** My instrument gives a list of voltages and currents, not a derivative. A difference quotient over a coarse step will not be $D$ at any of my points.

**A.** It need not be. Between two neighbouring points the forward law gives

$$\Delta V=n\tau\,\Delta\ln I+R\,\Delta I ,$$

since $V=n\tau\ln I+RI$ plus a constant. Divide by $\Delta\ln I$:

$$\frac{\Delta V}{\Delta\ln I}=n\tau+R\,L,\qquad L=\frac{\Delta I}{\Delta\ln I}.$$

$L$ is the logarithmic mean of the two currents. If the quotient is plotted against $L$, the points fall on the desired line for any step size, as long as the forward law holds.

**Q.** Would the ordinary mean not do?

**A.** With fine steps it would. Let $\ell=\Delta\ln I$ and let $A$ be the arithmetic mean. If the lower current is $I_1$, the upper is $I_1e^{\ell}$, and

$$\frac AL=\frac{I_1(e^\ell+1)/2}{I_1(e^\ell-1)/\ell}=\frac{\ell}{2}\coth\frac{\ell}{2}\approx1+\frac{\ell^2}{12}.$$

The approximation is the leading order in small $\ell$. Because $\tanh x<x$ for positive $x$, $A$ exceeds $L$, and each point is plotted too far to the right. How much this harms the intercept depends on the data.

**Q.** Then show me data.

**A.** Take a model diode with round parameters: $\tau=0.025$ eV, $\phi=0.70$ eV, $n=1.10$, $m=0.25$ electron masses, $S=10^{12}$ Å$^2$. Keeping $\hbar=e=1$, I quote a current as the energy $\hbar I/e$ in eV and a resistance as a pure number in units of $\hbar/e^2$. Their product is then the voltage drop in eV. The resistance is $R=0.005$.

With lengths in angstrom, the atomic unit of energy times area has to be written out, $\hbar^2/m_e=7.620$ eV Å$^2$. The Richardson current is

$$I_R=\frac{10^{12}\times0.25\times0.025^2}{2\pi^2\times7.620}\ \text{eV}=1.039\times10^6\ \text{eV},$$

and the saturation current is $I_s=I_Re^{-28}=7.18\times10^{-7}$ eV.

The synthetic readings are these:

| $V$ (eV) | $I$ (eV) | $\ln(I/I_R)$ |
|---|---|---|
| 0.40 | 1.1986 | −13.6725 |
| 0.45 | 4.2442 | −12.4080 |
| 0.50 | 9.6988 | −11.5816 |
| 0.55 | 16.7075 | −11.0377 |
| 0.60 | 24.5833 | −10.6515 |
| 0.65 | 32.9691 | −10.3580 |
| 0.70 | 41.6796 | −10.1236 |

We now have two straight lines in the current, whose intercepts give $n\tau$ and $n\phi$ and whose slopes give $R$, together with the conditions under which they hold and a way to handle finite steps. It remains to apply them to the synthetic readings and to see how errors in the data and departures from the model affect the results.
